# Band velocities and effective masses from a Wannier Hamiltonian

Suppose band energies are available at any wave vector and their derivatives are taken by central finite differences of the sorted energies. At a crossing of branches with different slopes this fails. In a model treated below, two branches cross with slopes 1.32 and 4.02 eV Å. The lower sorted band follows the steep branch on the left and the shallow one on the right. A central difference with step $h$ therefore tends to $(1.32+4.02)/2=2.67$ eV Å, which is the slope of neither branch. The second difference is $(1.32-4.02)/h$ plus a finite part, and it diverges as $h\to0$.

Differentiating the Hamiltonian matrix but leaving its eigenvectors fixed fails in another way. In a second model, with a small gap, this gives a band curvature of $+1.8$ eV Å$^2$ where the correct value is $-27.5$ eV Å$^2$. Both failures are cured by perturbation theory in the wave vector.

## The matrix to be differentiated

Let $|\mathbf R j\rangle$ be orthonormal Wannier functions, with $j$ the orbital and $\mathbf R$ the cell, and let $H_{ij}(\mathbf R)=\langle\mathbf 0i|\hat H|\mathbf Rj\rangle$. The Hamiltonian in the Wannier gauge is

$$H_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H_{ij}(\mathbf R).$$

With a finite set of $\mathbf R$ it is a smooth matrix function, and each derivative brings down a factor $iR_a$:

$$H_a\equiv\partial_aH=\sum_{\mathbf R}iR_a e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\qquad
H_{ab}\equiv\partial_a\partial_bH=-\sum_{\mathbf R}R_aR_b e^{i\mathbf k\cdot\mathbf R}H(\mathbf R).$$

Here $a,b$ are Cartesian directions. The eigenvectors obey $H|n\rangle=E_n|n\rangle$ and are columns of numbers in the Wannier basis. The velocity is $v_{n,a}=\partial_aE_n/\hbar$. Under a force $\hbar\dot{\mathbf k}=\mathbf F$, the band velocity changes at the rate $\dot v_a=\sum_b(m^{-1})_{ab}F_b$, with $(m^{-1})_{ab}=\partial_a\partial_bE_n/\hbar^2$.

## First derivation: differentiate the eigenvalue equation

Let $E_n$ be nondegenerate at $\mathbf k$. Then $E_n$ and a normalized $|n\rangle$ can be chosen differentiable nearby, and

$$H_a|n\rangle+H|\partial_an\rangle=(\partial_aE_n)|n\rangle+E_n|\partial_an\rangle. \tag{1}$$

Multiply by $\langle n|$. Since $\langle n|H=E_n\langle n|$, the terms with $|\partial_an\rangle$ cancel:

$$\hbar v_{n,a}=\partial_aE_n=\langle n|H_a|n\rangle. \tag{2}$$

Multiply (1) instead by $\langle m|$ with $m\neq n$. The first term on the right vanishes, and $\langle m|H=E_m\langle m|$ gives

$$\langle m|\partial_an\rangle=\frac{\langle m|H_a|n\rangle}{E_n-E_m}. \tag{3}$$

Now differentiate (2):

$$\partial_b\partial_aE_n=\langle n|H_{ab}|n\rangle+\langle\partial_bn|H_a|n\rangle+\langle n|H_a|\partial_bn\rangle .$$

Insert $\sum_m|m\rangle\langle m|=1$ in the last two terms. The part with $m=n$ is $\langle n|H_a|n\rangle\,(\langle\partial_bn|n\rangle+\langle n|\partial_bn\rangle)$. The bracket is the derivative of $\langle n|n\rangle=1$, so it vanishes, and the arbitrary phase of $|n\rangle$ drops out. The parts with $m\ne n$ are complex conjugates of each other, and (3) gives

$$\partial_a\partial_bE_n=\langle n|H_{ab}|n\rangle+2\,\mathrm{Re}\sum_{m\neq n}\frac{\langle n|H_a|m\rangle\langle m|H_b|n\rangle}{E_n-E_m}. \tag{4}$$

The first term is the direct curvature and the second the interband curvature. For $a=b$, states below $E_n$ contribute positively and states above it negatively: levels repel.

### A generic point

Take a square lattice with $a=4$ Å and orbitals $s,p_x,p_y$ on each site. With $c_i=\cos k_ia$,

$$H_{ss}=e_s+2t_s(c_x+c_y),\quad H_{xx}=e_p+2t_\sigma c_x+2t_\pi c_y,\quad H_{yy}=e_p+2t_\pi c_x+2t_\sigma c_y,$$

and $H_{sx}=2it_{sp}\sin k_xa$, $H_{sy}=2it_{sp}\sin k_ya$, $H_{xy}=0$. The parameters in eV are $e_s=4$, $e_p=0$, $t_s=-1$, $t_\sigma=0.8$, $t_\pi=-0.2$, $t_{sp}=0.4$.

At $\mathbf k=(0.25,0.10)$ Å$^{-1}$, numerical diagonalization gives energies 0.029, 1.117 and 1.685 eV. For the middle band (2) gives the gradient $(1.52,-3.03)$ eV Å, or a velocity of $(2.31,-4.60)\times10^5$ m/s. Equation (4) gives, in eV Å$^2$:

| | $xx$ | $yy$ | $xy$ |
|---|---|---|---|
| direct | −0.76 | −8.08 | 0 |
| interband | 14.78 | 0.89 | −11.71 |
| total | 14.02 | −7.19 | −11.71 |

Division by $\hbar^2/m_e=7.62$ eV Å$^2$ gives inverse masses $1.84$, $-0.94$ and $-1.54$ in units of $1/m_e$. The direct $xy$ entry vanishes because no hopping has both an $x$ and a $y$ component, so the whole $xy$ entry comes from the motion of the eigenvector. The positive interband $xx$ term shows that repulsion from the band below outweighs that from the band above.

### What depends on the Fourier phases

One may also use phases $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i)}$, where $\boldsymbol\tau_j$ is the position of orbital $j$ in its cell. This replaces $H$ by $H'=T^\dagger HT$ with $T=\mathrm{diag}(e^{i\mathbf k\cdot\boldsymbol\tau_j})$. Since $\partial_aT=i\tau_aT$, with $\tau_a$ the diagonal matrix of positions,

$$\partial_aH'=T^\dagger\left(H_a+i[H,\tau_a]\right)T .$$

Between the new eigenvectors $T^\dagger|n\rangle$ the matrix element is $\langle n|H_a|m\rangle+i(E_n-E_m)\langle n|\tau_a|m\rangle$. Its diagonal part is unchanged and its off-diagonal part is not. The energies are the same functions of $\mathbf k$, so the total in (4) cannot change, but its division into direct and interband parts can.

The off-diagonal elements of $H_a$ depend on the convention, so they are not in general the physical interband velocity. To find that, write $\hat{\mathbf r}=\hat{\mathbf R}+\hat{\mathbf X}$, where $\hat{\mathbf R}|\mathbf Rj\rangle=\mathbf R|\mathbf Rj\rangle$ and $\hat{\mathbf X}$ is lattice periodic. Let the Wannier functions span an isolated group of bands, so that $\hat H$ does not lead out of their space. In $\hbar\hat v_a=i[\hat H,\hat r_a]$, the part with $\hat R_a$ has elements $iR_aH_{ij}(\mathbf R)$ and yields $H_a$. The rest yields $i[H,X_a(\mathbf k)]$, where $X_a(\mathbf k)$ is the Fourier sum of $\langle\mathbf 0i|\hat X_a|\mathbf Rj\rangle$. Interband velocities therefore need position matrix elements. Band derivatives do not, since (2) and (4) contain $H(\mathbf k)$ alone.

## Second derivation: eliminate the other states

Now let a level $E_D$ at $\mathbf k_0$ have $d$ states, $d\geq1$, separated by a gap from all others. Go along a line $\mathbf k_0+t\mathbf q$ with $|\mathbf q|=1$ and small $t>0$. Write $H_q=\sum_aq_aH_a$ and $H_{qq}=\sum_{ab}q_aq_bH_{ab}$ at $\mathbf k_0$, so that

$$H(t)=H(0)+tH_q+\tfrac12t^2H_{qq}+O(t^3).$$

Use the eigenvectors at $\mathbf k_0$ as a fixed basis. Let $D$ label the $d$ degenerate states and $Q$ the rest. The lower rows of the eigenvalue equation, $H_{QD}c_D+H_{QQ}c_Q=Ec_Q$, give $c_Q=(E-H_{QQ})^{-1}H_{QD}c_D$. The inverse exists for $E$ near $E_D$ because of the gap. The upper rows become

$$F(E)c_D=Ec_D,\qquad F(E)=H_{DD}+H_{DQ}(E-H_{QQ})^{-1}H_{QD}. \tag{5}$$

No energy is lost or counted twice. Since $dF/dE=-H_{DQ}(E-H_{QQ})^{-2}H_{QD}$ has no positive eigenvalue, each ordered eigenvalue of $F(E)$ does not rise with $E$, and meets the rising line $E$ once.

Expand (5). The coupling $H_{QD}$ begins at order $t$, because the basis diagonalizes $H(0)$. The second term of $F$ is then already of order $t^2$, and its denominator may be taken at $t=0$, $E=E_D$. With $P$ the projector on $D$,

$$F=E_D+tA+\tfrac12t^2M+O(t^3),\qquad A=PH_qP,$$

$$M=PH_{qq}P+2\sum_{m\notin D}\frac{PH_q|m\rangle\langle m|H_qP}{E_D-E_m}. \tag{6}$$

The factor 2 arises because $t^2$ has been written as $\tfrac12t^2\cdot2$.

**One state.** For $d=1$, $A$ and $M$ are numbers, and $E=E_n+tA+\tfrac12t^2M+O(t^3)$. A nondegenerate energy is a simple root of the characteristic polynomial and hence smooth, so this must be its Taylor series. Thus $A=\sum_aq_a\partial_aE_n$ for every $\mathbf q$, which is (2). Likewise $M=\sum_{ab}q_aq_b\partial_a\partial_bE_n$ for every $\mathbf q$. This fixes the symmetric tensor, and the symmetric part of the product in (6) is its real part, which is (4).

**Several states.** Put $E=E_D+t\lambda$ and divide by $t$:

$$\left(A+\tfrac12tM+O(t^2)\right)c_D=\lambda c_D .$$

At $t\to0$ the slopes are the eigenvalues $\alpha_i$ of $A$. The next order is first-order perturbation theory with $\tfrac12tM$ acting on the eigenvectors of $A$:

- for a slope that occurs once, the curvature is the diagonal element $M_{ii}$;
- for a set of equal slopes, the curvatures are the eigenvalues of $M$ within that set.

States of $D$ with other slopes enter $\lambda$ as $\tfrac14t^2|M_{ij}|^2/(\alpha_i-\alpha_j)$, hence the energy at order $t^3$. They do not affect the curvature, which is why the sum in (6) leaves out all of $D$ and has no vanishing denominator.

### A linear crossing

On the axis $k_y=0$ of the square lattice, $p_y$ is odd under $y\to-y$ and decouples from the even $s$ and $p_x$. With $c=\cos k_xa$ and energies in eV,

$$H_{ss}=2-2c,\quad H_{xx}=1.6c-0.4,\quad H_{yy}=1.6-0.4c .$$

An $s$–$p_x$ hybrid has the energy $H_{yy}$ when $(H_{ss}-H_{yy})(H_{xx}-H_{yy})=4t_{sp}^2\sin^2k_xa$, that is

$$(0.4-1.6c)(2c-2)=0.64(1-c)(1+c).$$

Division by $1-c$ removes the solution at $k_x=0$. What remains is $3.2c-0.8=0.64+0.64c$, so $c=0.5625$, $k_x=0.2434$ Å$^{-1}$ and $E_D=1.375$ eV. The trace of the $s$–$p_x$ block is $0.875+0.5=1.375$ eV, so the other hybrid lies at zero.

With $\sin k_xa=0.827$, the first row for the upper hybrid reads $-0.5u_s+0.661i\,u_x=0$. Hence $|u_s|^2/|u_x|^2=1.75$, with weights 0.636 and 0.364. Along $x$ mirror symmetry makes $A$ diagonal. The $p_y$ slope is $0.4a\sin k_xa=1.32$ eV Å. The hybrid slope is

$$4\left[0.6364(1.6536)-0.3636(1.3229)+0.9621(0.4500)\right]=4.02\ \text{eV Å},$$

where $0.9621=2|u_su_x|$ and $0.4500=2t_{sp}c$. Along $y$ the diagonal slopes vanish, and the coupling has magnitude $2t_{sp}a|u_s|=3.2(0.798)=2.55$ eV Å. At angle $\theta$ from the $x$ axis the slopes are therefore

$$2.67\cos\theta\pm\sqrt{(1.35\cos\theta)^2+(2.55\sin\theta)^2}\ \text{eV Å}.$$

This is a tilted cone. At $45^\circ$ it gives $-0.15$ and $3.93$ eV Å. If each branch had a gradient, these slopes would be sums of an $x$ slope and a $y$ slope divided by $\sqrt2$, that is, two of $-0.87$, $1.04$, $2.74$ and $4.65$. They are not. The slope blocks for $x$ and $y$ do not commute, so no basis of $D$ diagonalizes both.

The curvature along $y$ shows the second-order rule at work. For the hybrid, $M_{hh}=16[0.636(2)+0.364(0.4)]=22.7$ eV Å$^2$. For $p_y$, the direct part is $-2t_\sigma a^2=-25.6$. The lower hybrid, of $s$ weight 0.364, adds $2(3.2)^2(0.364)/1.375=5.4$, so $M_{yy}=-20.2$ eV Å$^2$. The off-diagonal element vanishes by the mirror. But the slope eigenvectors are equal mixtures of the two states, so both branches have curvature $(22.7-20.2)/2=1.25$ eV Å$^2$.

### A quadratic touching

At $\Gamma$ ($\mathbf k=0$) the $p$ states are degenerate at 1.2 eV and the $s$ state lies at zero. Now $A=0$ in every direction, so all slopes are equal and the whole matrix $M$ must be diagonalized. The coupling is $\langle s|H_q|p_i\rangle=2it_{sp}aq_i$, and its contribution to $M_{ij}$ is $8t_{sp}^2a^2q_iq_j/1.2=17.07\,q_iq_j$ eV Å$^2$. The direct part is diagonal, with entries $-25.6q_x^2+6.4q_y^2$ and $6.4q_x^2-25.6q_y^2$. The eigenvalues are

$$-1.07\pm\sqrt{(7.47\cos2\theta)^2+(8.53\sin2\theta)^2}\ \text{eV Å}^2.$$

Along $x$ they are $-8.53$ and $6.40$, with masses $-0.89$ and $1.19\,m_e$. At $45^\circ$ they are $-9.60$ and $7.47$, with masses $-0.79$ and $1.02\,m_e$. A mass tensor would make the curvatures along any two perpendicular directions add up to its trace. For the upper branch the sum is 12.8 along the axes and 14.9 along the diagonals. Each direction has a mass, but no tensor produces them.

## What each derivation assumes

The first derivation assumes a gap between $E_n$ and every other level, which makes the eigenvector differentiable and keeps the denominators in (3) nonzero. In return it gives all directions at once, and also the change of the state, (3). The second never differentiates an eigenvector. It needs a gap only around the group $D$, and it covers crossings, but one direction at a time. For $d=1$ the two assumptions and the two results coincide.

Which one is useful near a crossing depends on the distance covered in $\mathbf k$. Consider two branches with slopes $\pm s$ and common curvature $M_0$, coupled by $\Delta/2$:

$$E_\pm=\tfrac12M_0t^2\pm\sqrt{s^2t^2+\tfrac14\Delta^2}
=\pm\tfrac12\Delta+\tfrac12t^2\left(M_0\pm\frac{2s^2}{\Delta}\right)+\dots \tag{7}$$

The mass formula (4) holds at $t=0$ for any $\Delta>0$, but it describes the band only for $s|t|\ll\Delta/2$. Farther out the slopes $\pm s$ are the better description, provided $\Delta/2s$ is small compared with the distance over which the uncoupled branches themselves bend. In the one-dimensional example below, with $s=2.18$ eV Å, the lower band reaches a slope of 2.05 eV Å at $|t|=0.03$ Å$^{-1}$ for the smaller gap, while for the larger gap its slope peaks near 1.5 eV Å and no such range exists.

Both derivations also take $H(\mathbf k)$ as given. Their derivatives belong to the interpolated bands, and match the original ones only if the interpolation does. A one-dimensional electron shows how this works. Let

$$V(x)=-V_0\cos(4\pi x/L)-V_1\cos(2\pi x/L),\qquad L=6\ \text{Å},\quad V_0=8\ \text{eV},$$

with two wells per cell, made unequal by $V_1$. I solve it with 25 plane waves on a uniform mesh of wave vectors. The lowest two bands are projected onto Gaussians $e^{-x^2/2\sigma^2}$, $\sigma=0.7$ Å, centred in the wells, and the projections are orthonormalized symmetrically. The inverse Fourier sum of the resulting $2\times2$ matrices gives $H(R)$.

For $V_1=0.2$ eV and $k=0.314$ Å$^{-1}$, the lower band has curvature 3.05 eV Å$^2$ in the plane-wave calculation. The interpolated value differs from this by 0.11 eV Å$^2$ with 3 mesh points, by 0.009 with 5, and by $9\times10^{-9}$ with 15. With 15 points the cell phases $e^{ikR}$ split the curvature into $7.57-4.52$, and phases with the well positions into $3.93-0.88$. The off-diagonal element of $dH/dk$ is 1.445 eV Å in the first convention and 0.637 in the second, while the physical one is 0.640. The potential and the Gaussians are even about each well, so each Wannier function is centred on its well and the well positions are exactly the diagonal elements $\langle 0j|\hat X|0j\rangle$. The second convention therefore includes them. The small difference left at this $k$ comes from the elements of $\hat X$ between different Wannier functions.

At the zone edge, equal wells ($V_1=0$) give a true crossing with $s=2.18$ eV Å and $M_0=1.91$ eV Å$^2$. A translation by $L/2$ distinguishes the two branches, and the $V_1$ term changes sign under it, so to first order $V_1$ only couples them, as in (7). For $V_1=0.2$ eV the gap is 0.3245 eV, and (7) predicts $1.906-29.303=-27.40$ eV Å$^2$ for the lower band. Equation (4) gives $-27.46$, a mass of $-0.28\,m_e$. For $V_1=0.02$ eV the gap is 0.0325 eV, the curvature $-291$ eV Å$^2$ and the mass $-0.026\,m_e$.

The two-band sum reaches the right mass although all higher bands are missing from it. In plane waves $H''=\hbar^2/m_e$, and (4) reads, for $V_1=0.2$ eV,

$$7.62-29.33-5.75=-27.46\ \text{eV Å}^2,$$

from the free electron, the partner band and all remote bands. In the Wannier basis it reads $1.84-29.30=-27.46$. The remote bands have not been neglected: their effect is contained in the $k$-dependence of the $2\times2$ matrix. Adding a separate remote-band correction to the Wannier result would count them twice.
